# Singlet and Triplet Transfer Couplings from Fragment Excitation Differences

## Why half the energy gap is not enough

For two equivalent molecules, the electronic coupling equals half the gap between two excited states of the dimer. When their excitation energies differ, because of their structure or their surroundings, half the gap overestimates the coupling: slightly if the difference is small compared with the coupling, and grossly if it is large. In a stacked ethylene dimer at 4 Å, computed as described below, half the triplet gap is 19.0 meV when the molecules are identical. Shortening one C=C bond by 0.02 Å and lengthening the other by 0.02 Å raises it to 229 meV, although the coupling has hardly changed.

The reason lies in the two-state Hamiltonian. Let $|A\rangle$ and $|B\rangle$ be orthonormal diabatic states, with the excitation on fragment $A$ or $B$, and let

$$\delta=H_{AA}-H_{BB},\qquad V=H_{AB}.$$

All wavefunctions are real. The eigenvalues are $\tfrac12(H_{AA}+H_{BB})\pm\tfrac12\sqrt{\delta^2+4V^2}$, so half the gap equals $|V|$ at $\delta=0$ and exceeds it otherwise. The two dimer energies alone cannot separate $\delta$ from $V$. The missing information is where the excitation resides in each adiabatic state.

## An operator that locates the excitation

A charge difference between fragments does not locate a neutral excitation: the electron and the hole sit on the same fragment and their charges cancel. Their populations must be added. Let $i,j$ label occupied and $a,b,c$ virtual orbitals of the closed-shell reference $|0\rangle$, and let $\sigma$ be the spin. Define

$$X=\sum_{ab\sigma}w_{ab}\,a^\dagger_{a\sigma}a_{b\sigma}+\sum_{ij\sigma}w_{ij}\,a_{i\sigma}a^\dagger_{j\sigma}.$$

The first sum counts excited electrons on $A$ minus those on $B$; the second does the same for holes. The symmetric matrix $w$ is the fragment population difference,

$$w=C^TS^{1/2}\,\Pi\,S^{1/2}C,$$

where $C$ holds the orbital coefficients, $S$ is the overlap matrix of the basis functions, and $\Pi$ is diagonal with $+1$ for functions on $A$ and $-1$ for those on $B$. This is the Löwdin partition. The Mulliken alternative replaces $S^{1/2}\Pi S^{1/2}$ by $\tfrac12(\Pi S+S\Pi)$.

When the basis functions of the two fragments do not overlap, an excitation wholly on $A$ has $X=+2$ (one electron and one hole), and one wholly on $B$ has $X=-2$. A charge-transfer (CT) state, with electron and hole on different fragments, has $X=0$. When the functions do overlap, the Löwdin partition assigns part of a local excitation to the neighbour, so that $|X|$ falls below 2. The effect is small in a compact basis and larger with diffuse functions: for an unmixed local singlet of the ethylene dimer below, at 4 Å, $|X|$ is 1.997 in 6-31G and 1.83 in 6-31+G(d).

## Matrix elements for singlets and triplets

In configuration interaction singles (CIS), the states with spin projection zero are

$$|m\rangle=\sum_{ia}t^m_{ia}\frac{a^\dagger_{a\uparrow}a_{i\uparrow}\pm a^\dagger_{a\downarrow}a_{i\downarrow}}{\sqrt2}|0\rangle,\qquad \sum_{ia}(t^m_{ia})^2=1,$$

with $+$ for singlets and $-$ for triplets. Between single excitations of equal spin, the Hamiltonian minus the reference energy has elements $(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+(ia|jb)-(ij|ab)$; between opposite spins the element is $(ia|jb)$. Here $\varepsilon$ are orbital energies and $(pq|rs)$ is the Coulomb integral between the products $pq$ and $rs$. The combination with $+$ adds the two elements and that with $-$ subtracts them:

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2\kappa\,(ia|jb)-(ij|ab),$$

with $\kappa=1$ for singlets and $\kappa=0$ for triplets.

To find the action of $X$, note first that $X|0\rangle=0$, because $a_{b\sigma}|0\rangle=0$ and $a^\dagger_{j\sigma}|0\rangle=0$. For equal spins, the anticommutation rules give

$$[a^\dagger_c a_d,\,a^\dagger_b]=\delta_{db}\,a^\dagger_c,$$

$$a_ia^\dagger_k a_j=\delta_{kj}a_i-a_ia_ja^\dagger_k=\delta_{kj}a_i+a_ja_ia^\dagger_k .$$

The second line means $[a_ia^\dagger_k,a_j]=\delta_{kj}a_i$. The electron part of $X$ commutes with $a_j$ and the hole part with $a^\dagger_b$, since occupied and virtual indices never coincide. Therefore

$$X\,a^\dagger_{b\sigma}a_{j\sigma}|0\rangle=\sum_c w_{cb}\,a^\dagger_{c\sigma}a_{j\sigma}|0\rangle+\sum_i w_{ij}\,a^\dagger_{b\sigma}a_{i\sigma}|0\rangle .$$

Projecting on $\langle m|$, each spin contributes one half, whatever the sign in the spin combination, because that sign is squared. Hence

$$x_{mn}=\sum_{iab}t^m_{ia}t^n_{ib}w_{ab}+\sum_{ija}t^m_{ia}t^n_{ja}w_{ij}$$

for singlets and triplets alike. Between a singlet and a triplet the two halves cancel, so each spin is treated separately.

## From populations to the coupling

Take two adiabatic states $m,n$ that together carry the two local excitations. Write

$$|A\rangle=\cos\theta\,|m\rangle+\sin\theta\,|n\rangle,\qquad |B\rangle=-\sin\theta\,|m\rangle+\cos\theta\,|n\rangle,$$

and require $X$ to be diagonal in them:

$$x_{AB}=x_{mn}\cos2\theta-\tfrac12(x_{mm}-x_{nn})\sin2\theta=0.$$

With $G=\sqrt{(x_{mm}-x_{nn})^2+4x_{mn}^2}$, this is solved by

$$\cos2\theta=\frac{x_{mm}-x_{nn}}{G},\qquad \sin2\theta=\frac{2x_{mn}}{G}.$$

This choice gives $x_A-x_B=(x_{mm}-x_{nn})\cos2\theta+2x_{mn}\sin2\theta=G>0$, so $|A\rangle$ is indeed the state on $A$. The Hamiltonian is diagonal in $m,n$, so

$$H_{AB}=-\sin\theta\cos\theta\,(E_m-E_n)=-\frac{(E_m-E_n)\,x_{mn}}{G},$$

$$|V|=\frac{|E_m-E_n|\,|x_{mn}|}{\sqrt{(x_{mm}-x_{nn})^2+4x_{mn}^2}},\qquad \delta=\frac{(E_m-E_n)(x_{mm}-x_{nn})}{G}.$$

For equivalent fragments $x_{mm}=x_{nn}=0$, and $|V|$ is half the gap. The sign of $V$ changes when the sign of either diabatic state is reversed. It acquires meaning once the phases are fixed, here by making the monomer transition dipoles parallel. For triplets the same dipole integral is formed from the spatial amplitudes.

The algebra is exact for any chosen pair with $G\neq0$. The physical reading requires that the pair really span the two local excitations.

## The algorithm

1. Solve CIS for each isolated molecule and form the transition density $P=C_o\,t\,C_v^T$ of the wanted state, where $C_o$ and $C_v$ hold the occupied and virtual orbitals.
2. Solve CIS for the dimer. Embed each $P$ in the dimer basis and project it: $t^{\rm ref}=C_o^TSPSC_v$, now with dimer orbitals.
3. Select the two dimer states with the largest summed squared overlaps with these references. Energy order is not a safe criterion, because unrelated states may intervene.
4. Build the $2\times2$ matrix $x$, diagonalise it, and order the eigenvectors by decreasing eigenvalue.
5. Fix their signs by the overlaps with the references, and transform the energies to obtain $V$ and $\delta$.
6. Inspect $x_A$ and $x_B$. In a compact basis, values well inside $\pm2$ indicate that the states are not purely local. With diffuse functions, the Löwdin partition alone lowers them somewhat, so compare with $X$ evaluated on the projected references of step 2; a fall well below that value still signals real mixing.

## Worked example

The dimer is cofacial, with C=C 1.34 Å, C–H 1.09 Å and H–C–C angle 121.5°, treated by RHF and CIS in the 6-31G basis. Each monomer state is the $\pi\to\pi^*$ excitation. At 4 Å the symmetric dimer gives

- singlet: $V=318$ meV (2564 cm⁻¹);
- triplet: $V=19.0$ meV (153 cm⁻¹).

Now compress the bond of $A$ and stretch that of $B$ by equal amounts, so that they differ by $d$. Exchanging the molecules turns $d$ into $-d$ and leaves $H_{AB}=H_{BA}$ unchanged, so $V$ is even in $d$ and varies in second order. The symmetric value is therefore a fair reference for small $d$.

For the triplet at $d=0.01$ Å, the gap is $2\times60.104=120.208$ meV, with $x_{mm}=-1.8897$, $x_{nn}=1.8895$ and $|x_{mn}|=0.6283$. Then

$$G=\sqrt{(-3.7792)^2+(1.2566)^2}=3.9826,$$

$$|V|=\frac{120.208\times0.6283}{3.9826}=18.96\ \text{meV},\qquad |\delta|=\frac{120.208\times3.7792}{3.9826}=114.1\ \text{meV}.$$

The isolated monomers differ by 114.7 meV, which supports the assignment of $\delta$. The lower state has negative $x_{mm}$ and so lies mainly on the stretched molecule $B$.

| Spin | $d$ (Å) | Half gap (meV) | $V$ (meV) |
|---|---:|---:|---:|
| singlet | 0 | 317.9 | 317.9 |
| singlet | 0.01 | 321.8 | 317.9 |
| singlet | 0.04 | 375.7 | 318.1 |
| triplet | 0 | 18.96 | 18.96 |
| triplet | 0.01 | 60.10 | 18.96 |
| triplet | 0.04 | 228.97 | 18.98 |

The extra digits serve to compare small changes and do not imply accuracy for real ethylene: CIS and this small basis without diffuse functions introduce errors that are not estimated here. The values are not converged with respect to the basis. Going from 6-31G to 6-31+G(d) lowers the monomer singlet energy from 8.63 to 7.78 eV and raises the triplet coupling at 4 Å from 19 to 27 meV. The singlet coupling at 4 Å lies between 300 and 325 meV in 6-31G(d), 6-31+G(d) and a basis with aug-cc-pVDZ on carbon. With diffuse functions, moreover, the singlet pair is no longer purely local at 4 Å: in 6-31+G(d), $x_A$ is 1.39, and $V$ moves from 325 meV at $d=0$ to 291 meV (Löwdin) or 305 meV (Mulliken) at $d=0.04$ Å. The constancy of the singlet $V$ in the table therefore does not carry over to that basis, whereas the triplet $V$ stays at 27.1 meV under the same detuning.

## Error analysis

**Energy error.** At fixed $x$, $|V|$ is the gap times $|x_{mn}|/G$. Since $G\ge2|x_{mn}|$, an error in the gap enters $|V|$ with a factor of at most one half.

**Population error.** Suppose the approximate population operator has a spurious element $\eta$ between the correct diabatic states. Diagonalising it rotates them by an angle $\phi$ with $\tan2\phi=2\eta/(x_A-x_B)$. By the same algebra as before, the coupling becomes

$$V'=V\cos2\phi-\tfrac12\delta\sin2\phi\approx V-\frac{\eta\,\delta}{x_A-x_B}$$

to first order in $\eta$. The error relative to $V$ thus grows as $\delta/V$. For the triplet at $d=0.04$ Å, $\delta=456$ meV and $x_A-x_B=3.98$, so $\eta=0.01$ would shift $V$ by 1.1 meV, or 6% of its value. Strong detuning with weak coupling is the ill-conditioned case.

Comparing partitions reveals the part of this error that differs between them, though not a part they share. For the triplet at $d=0.04$ Å, Löwdin and Mulliken populations give 18.975 and 18.980 meV. A diabatisation that uses no populations, but the orthogonal matrix closest to the overlaps with the monomer states, gives 18.979 meV.

**Admixture of charge transfer.** Consider equivalent fragments with direct coupling $V_0$, electron and hole transfer integrals $t_e,t_h$, and two mutually uncoupled CT states at energy $D$ above the local ones. The transfer of an electron from $|A\rangle$ leads to one CT state and the transfer of a hole to the other; for $|B\rangle$ the roles are exchanged. In the sum and difference combinations the problem separates into

$$\begin{pmatrix}\pm V_0&t_e\pm t_h\\t_e\pm t_h&D\end{pmatrix}.$$

For $|V_0|,|t_e|,|t_h|\ll D$, second-order perturbation theory gives $E_\pm\approx\pm V_0-(t_e\pm t_h)^2/D$. Half the difference is

$$V_{\rm eff}\approx V_0-\frac{2t_et_h}{D}.$$

The local weights are $p_\pm\approx1-(t_e\pm t_h)^2/D^2$. Because $X$ vanishes on the CT states,

$$|x_{A,B}|=2\sqrt{p_+p_-}\approx2\left[1-\frac{t_e^2+t_h^2}{D^2}\right].$$

The scheme therefore returns an effective coupling that includes weak CT mediation, and in this model the eigenvalues of $x$ measure the admixture. Take $V_0=20$, $t_e=120$, $t_h=80$ and $D=3000$ meV. The formula gives $20-6.4=13.6$ meV; the scheme, applied to the four-state model with a detuning of 50 meV, small compared with $D$, gives 13.58 meV. At $D=150$ meV the formula gives $-108$ meV and the scheme $-48$ meV, while the mean $|x|$ falls to 1.58. Two states no longer describe the transfer, and the CT states must be included explicitly.

## Dependence on distance

For monomer states whose orbitals share no region of space, the CIS matrix leaves the singlet coupling

$$V_C=2\sum_{ia\in A}\sum_{jb\in B}t^A_{ia}t^B_{jb}(ia|jb).$$

The other term, $(ij|ab)$, contains products of orbitals on different molecules and vanishes when these products are zero everywhere; a zero overlap integral alone would not suffice. For triplets $V_C$ is absent, so their coupling vanishes too.

| $R$ (Å) | Singlet $V$ (meV) | $V_C$ (meV) | Triplet $V$ (meV) | Singlet $x_A$ |
|---|---:|---:|---:|---:|
| 3.5 | 637 | 389 | 78.0 | 1.803 |
| 4.0 | 318 | 248 | 19.0 | 1.939 |
| 5.0 | 119 | 118 | 0.56 | 1.997 |
| 7.0 | 39.6 | 39.6 | below 0.001 | 2.000 |

At 7 Å the singlet coupling matches $V_C$ to the digits shown. At 4 Å it exceeds $V_C$ by 28%. The accompanying fall of $x_A$ suggests that CT mixing contributes to the excess, but the calculation does not separate it from exchange and overlap terms. At 3.5 Å, $x_A=1.80$ advises caution with the two-state reading.

In this basis, the singlet coupling falls from 4 to 5 Å to 38% of its value and the triplet coupling to 2.9%. The triplet values depend on the tails of the basis functions: in 6-31+G(d) they are 27 meV at 4 Å and 2.1 meV at 5 Å, a fall to about 8%, while the singlet coupling falls to 42%. Gaussian tails decay faster than true molecular orbitals, so these values should not be used to extract a physical decay constant.

The numerical check also tests the matrix elements of $X$ in an explicit many-electron space, for singlets and for two triplet components.

## Numbers as computed

```
Geometry: C=C 1.34 A, C-H 1.09 A, H-C-C 121.5 deg; basis 6-31g
Dimer: 52 basis functions, 576 configurations
Monomer singlet: E 8.6327 eV, HOMO-LUMO weight 0.940
Monomer triplet: E 3.4179 eV, HOMO-LUMO weight 0.975
Monomer singlet transition dipole: 1.7581 e*bohr
Symmetric dimer, R = 4.0 A
 singlet: E 8.22434, 8.86011 eV; |x_mn| 1.9389
  V 317.886 meV = 2563.92 cm^-1; least local weight 0.950
 triplet: E 3.36524, 3.40317 eV; |x_mn| 1.9913
  V 18.963 meV = 152.95 cm^-1; least local weight 0.993
Detuned dimer, R = 4.0 A, bond difference 0.01 A
 singlet: E 8.22051, 8.86412 eV; half gap 321.805 meV
  x_mm -0.3039, x_nn 0.2984, |x_mn| 1.9153; x_A 1.9361, x_B -1.9416
  V: Lowdin 317.900, Mulliken 317.901, overlap method 317.898 meV
  site difference: dimer 99.97, monomers 104.19 meV
 triplet: E 3.32432, 3.44452 eV; half gap 60.104 meV
  x_mm -1.8897, x_nn 1.8895, |x_mn| 0.6283; x_A 1.9912, x_B -1.9914
  V: Lowdin 18.964, Mulliken 18.964, overlap method 18.964 meV
  site difference: dimer 114.07, monomers 114.67 meV
Detuned dimer, R = 4.0 A, bond difference 0.04 A
 singlet: E 8.16798, 8.91941 eV; half gap 375.717 meV
  x_mm -1.0421, x_nn 1.0197, |x_mn| 1.6404; x_A 1.9263, x_B -1.9486
  V: Lowdin 318.117, Mulliken 318.132, overlap method 318.087 meV
  site difference: dimer 399.82, monomers 416.83 meV
 triplet: E 3.15868, 3.61661 eV; half gap 228.966 meV
  x_mm -1.9849, x_nn 1.9841, |x_mn| 0.1650; x_A 1.9909, x_B -1.9917
  V: Lowdin 18.975, Mulliken 18.980, overlap method 18.979 meV
  site difference: dimer 456.36, monomers 458.75 meV
Scan, symmetric dimer: couplings in meV, x_A dimensionless
 R 3.5 A singlet: FED 636.633, Coulomb 388.906, dipole 290.694, x_A 1.8033
  triplet: FED 77.9516, x_A 1.9664
 R 4.0 A singlet: FED 317.886, Coulomb 248.236, dipole 194.742, x_A 1.9389
  triplet: FED 18.9633, x_A 1.9913
 R 4.5 A singlet: FED 180.559, Coulomb 166.894, dipole 136.774, x_A 1.9870
  triplet: FED 3.7548, x_A 1.9983
 R 5.0 A singlet: FED 119.391, Coulomb 117.534, dipole 99.708, x_A 1.9973
  triplet: FED 0.5560, x_A 1.9998
 R 7.0 A singlet: FED 39.631, Coulomb 39.635, dipole 36.337, x_A 1.9998
  triplet: half gap 0.0000
|V(5 A)/V(4 A)|: singlet 0.3756, triplet 0.0293
CT model: V 20, t_e 120, t_h 80, detuning 50 meV
 D 3000 meV: FED 13.58, perturbation 13.60 meV; mean |x| 1.9954
 D 150 meV: FED -48.44, perturbation -108.00 meV; mean |x| 1.5756
 perturbative |x| at D 3000 meV: 1.9954
```
